# Barrier and Brønsted–Evans–Polanyi slope from two crossing parabolas, part 1

(Sections cited here and not found follow in the second part.)

## First half: equal parabolas at fixed reorganisation energy

In atomic layer deposition and etching, many surface steps move an atom or a ligand from one bonding partner to another. Within a family of related steps, the activation energy can be represented approximately as a straight-line function of the reaction energy. Such a line is called a Brønsted–Evans–Polanyi relation. This problem derives the line's slope from a simple model and finds how far the line can be trusted.

Let $x$ be a coordinate that measures the progress of the transfer. One energy curve describes the system with its reactant bonding, the other with its product bonding:

$$V_1(x)=\tfrac12 kx^2,\qquad V_2(x)=\tfrac12 k(x-a)^2+\Delta E .$$

These are called diabatic curves, because each keeps its bonding character as $x$ changes. Both have the force constant $k>0$, and their minima are a distance $a>0$ apart. The reactant minimum is the zero of energy. The reaction energy $\Delta E$ is the product minimum minus the reactant minimum, so it is negative when energy is released. It is a potential energy, not a free energy, and the reactant is the species already adsorbed.

The reorganisation energy $L$ is the energy of the product curve at the reactant geometry, measured from the product minimum:

$$L=V_2(0)-V_2(a)=\tfrac12 ka^2 .$$

In this half $k$ and $a$, and therefore $L$, are the same for every member of the family. Electronic coupling between the curves is neglected, so the system follows the lower curve and changes character where the two cross.

### (a) Where do the curves cross, and how high is the barrier?

**Solution.** Expand the square in the product curve:

$$V_2=\tfrac12kx^2-kax+\tfrac12ka^2+\Delta E .$$

The quadratic terms of the two curves are equal because the curvatures are equal. They cancel in the difference,

$$V_2-V_1=L+\Delta E-kax .$$

From the definition of $L$, $ka=2L/a$. The difference is therefore a straight line in $x$,

$$V_2-V_1=L+\Delta E-2L\frac{x}{a},$$

and it vanishes at one point,

$$\frac{x^*}{a}=\frac{L+\Delta E}{2L}.$$

The crossing lies between the minima when $0<x^*/a<1$. The left inequality requires $\Delta E>-L$. The right one requires $L+\Delta E<2L$, or $\Delta E<L$. Together they give $|\Delta E|<L$, which is assumed until part (c).

To the left of $x^*$ the difference $V_2-V_1$ is positive, so the lower curve is $V_1$, which rises from the reactant minimum. To the right the lower curve is $V_2$, which falls towards the product minimum. The crossing is therefore the highest point on the lower path between the minima. Since $\tfrac12kx^2=L(x/a)^2$, its height above the reactant minimum is

$$E_a=L\left(\frac{x^*}{a}\right)^2=\frac{(L+\Delta E)^2}{4L}.$$

Expanding the square separates three contributions:

$$E_a=\frac L4+\frac{\Delta E}{2}+\frac{(\Delta E)^2}{4L}.$$

The first term is the barrier of a thermoneutral step, called the intrinsic barrier. The second is linear in the reaction energy. The third is the curvature that a straight-line relation leaves out.

The barrier of the reverse step is measured from the product minimum:

$$E_a-\Delta E=\frac{L^2+2L\Delta E+(\Delta E)^2-4L\Delta E}{4L}
=\frac{(L-\Delta E)^2}{4L}.$$

This is the forward formula with the sign of $\Delta E$ reversed, as it must be when reactant and product exchange names.

### (b) What is the slope of the barrier against reaction energy, and what does it mean?

**Solution.** Differentiate $E_a$ at fixed $L$. The derivative of $(L+\Delta E)^2$ is $2(L+\Delta E)$, so

$$\alpha=\left(\frac{\partial E_a}{\partial\Delta E}\right)_L
=\frac{L+\Delta E}{2L}=\frac12+\frac{\Delta E}{2L}.$$

This is also the crossing position found in part (a):

$$\alpha=\frac{x^*}{a}.$$

The reason can be seen by raising the whole product curve by a small energy $\varepsilon$. The crossing moves to the right by $\varepsilon a/(2L)$. At the crossing the reactant curve has the gradient $kx^*=2Lx^*/a^2$. The barrier therefore rises by

$$\frac{2Lx^*}{a^2}\,\frac{\varepsilon a}{2L}=\frac{x^*}{a}\,\varepsilon .$$

A thermoneutral step has its crossing halfway between the minima, and half of any small change in reaction energy appears in the barrier. A step that releases energy has an earlier crossing, closer to the reactant, and its barrier responds less. A step that absorbs energy has a later crossing and responds more.

For the reverse barrier $E_a-\Delta E$, the slope with respect to the same $\Delta E$ is $\alpha-1$. It is negative for $|\Delta E|<L$, because raising the product minimum makes the return easier.

The slope itself changes at the rate

$$\left(\frac{\partial\alpha}{\partial\Delta E}\right)_L=\frac{1}{2L}.$$

At fixed finite $L$ this is not zero, so the relation is a parabola and not a straight line. A large $L$ makes the change slow. It also makes the intrinsic barrier $L/4$ high, so within this model a family with high intrinsic barriers has a nearly constant slope over a wider energy range.

### (c) What happens when the magnitude of the reaction energy reaches $L$?

**Solution.** As $\Delta E\to-L$, the crossing approaches the reactant minimum. Both the barrier and the slope approach zero. As $\Delta E\to L$, the crossing approaches the product minimum. The slope approaches one, and the barrier approaches

$$\frac{(2L)^2}{4L}=L=\Delta E,$$

so that the reverse barrier vanishes.

Beyond these limits the formula for $E_a$ still returns a number, but its meaning has changed. For $\Delta E<-L$ the difference

$$V_2-V_1=L+\Delta E-2L\frac{x}{a}$$

is negative for every $x\ge0$. The lower curve between the two minima is then $V_2$ throughout, and it falls continuously towards the product. There is no barrier on this path. The formula, however, gives a positive height that grows as $\Delta E$ becomes more negative. That height belongs to a crossing at negative $x$. It could matter to a system held on the upper curve by weak coupling, which needs a separate theory of electronic transitions. It is not the barrier of the lower path considered here.

For $\Delta E>L$ the lower curve between the minima is $V_1$ throughout, and it rises all the way to $x=a$. The product minimum lies on the upper curve, so the lower curve has no separate product well. A barrier between two wells is no longer defined.

The slope formula is therefore used for $-L<\Delta E<L$, where it runs from zero to one.

### (d) Over what range may the slope be treated as constant?

**Solution.** Choose a reference reaction energy $\Delta E_0$ and write $\Delta E=\Delta E_0+\delta$. Then

$$E_a=\frac{(L+\Delta E_0+\delta)^2}{4L}
=\frac{(L+\Delta E_0)^2}{4L}
+\frac{L+\Delta E_0}{2L}\,\delta+\frac{\delta^2}{4L}.$$

With $E_{a0}$ and $\alpha_0$ for the barrier and slope at the reference,

$$E_a=E_{a0}+\alpha_0\delta+\frac{\delta^2}{4L}.$$

No higher terms have been dropped, since the barrier is a quadratic function of $\Delta E$. The first two terms are the tangent line. The last term is positive for either sign of $\delta$, so the tangent underestimates the barrier on both sides of the reference.

To turn this into an error in rate, let the rate constant be $A\exp(-E_a/k_BT)$, with $k_B$ the Boltzmann constant and $T$ the temperature. Assume that the prefactor $A$ is the same across the family. Then

$$\frac{\text{rate from tangent}}{\text{rate from parabolas}}
=\exp\left(\frac{\delta^2}{4Lk_BT}\right).$$

If an error factor up to $f>1$ is acceptable, take the logarithm of the condition and solve for $\delta$:

$$|\delta|\le\sqrt{4Lk_BT\ln f}.$$

Both ends of this range must also satisfy $|\Delta E|<L$. The range grows with the square root of temperature, because a given barrier error matters less to the rate when $k_BT$ is larger. The range over which the slope may be treated as constant thus has a definite width once $L$, the temperature and the acceptable error are given.

A line can also be fitted to several reactions instead of being drawn as a tangent. Let the data have displacements $\delta_i$, measured from their mean, so that $\sum_i\delta_i=0$. An equally weighted least-squares line has the slope

$$s=\frac{\sum_i\delta_iE_{a,i}}{\sum_i\delta_i^2}.$$

Insert the quadratic expression for each barrier. The constant term drops out because the displacements sum to zero, and

$$s=\alpha_0+\frac{1}{4L}\frac{\sum_i\delta_i^3}{\sum_i\delta_i^2}.$$

If the data are placed symmetrically about their mean, the cubic sum vanishes and the fitted slope equals the local slope at the centre. This holds for a wide window as well as a narrow one. A fitted slope that agrees with $\alpha_0$ is therefore no evidence that the slope is constant. The evidence lies in the residuals, which follow a parabola. If the data are not symmetric, the cubic sum generally shifts the fitted slope, and two samples of the same family can give different lines.

### (e) Find the barrier, slope and useful range for a chlorine transfer.

Take a chlorine atom that moves from an adsorbed species to a silicon surface atom, a kind of step that belongs to the thermal chlorination of silicon in atomic layer etching. The parameters are rough, rounded model values and do not come from a calculation of a particular surface: $L=6$ eV, $a=0.085$ nm, $\Delta E=-0.6$ eV and $T=500$ K.

**Solution.** The force constant follows from the definition of $L$:

$$k=\frac{2L}{a^2}
=\frac{2(6)(1.602\times10^{-19}\ \mathrm J)}
{(0.085\times10^{-9}\ \mathrm m)^2}
\approx266\ \mathrm{N/m}.$$

The crossing position is

$$\frac{x^*}{a}=\frac{6-0.6}{2(6)}=0.45,\qquad
x^*=0.45(0.085\ \mathrm{nm})\approx0.038\ \mathrm{nm},$$

and the barrier is

$$E_a=\frac{(6-0.6)^2}{4(6)}\ \mathrm{eV}
=1.215\ \mathrm{eV}\approx117\ \mathrm{kJ/mol}.$$

The slope is $0.5-0.6/12=0.45$. If a related reaction releases 0.1 eV less energy at the same $L$, its barrier is higher by about 0.045 eV.

Now compare members of the family at fixed $L$ with the tangent drawn at $-0.6$ eV.

| $\Delta E$ (eV) | Barrier (eV) | Slope | Tangent (eV) | Rate error factor |
|---:|---:|---:|---:|---:|
| −2.6 | 0.482 | 0.283 | 0.315 | 48 |
| −1.0 | 1.042 | 0.417 | 1.035 | 1.17 |
| −0.6 | 1.215 | 0.450 | 1.215 | 1 |
| −0.2 | 1.402 | 0.483 | 1.395 | 1.17 |
| 1.4 | 2.282 | 0.617 | 2.115 | 48 |

The last column is the tangent rate divided by the rate from the parabolas. At a displacement of 0.4 eV the barrier error is $0.4^2/24\approx0.007$ eV, well below $k_BT=0.0431$ eV. At 2 eV it is $2^2/24\approx0.17$ eV, almost four times $k_BT$, and the rate is wrong by a factor of about 48.

For a factor-two error the allowed displacement is

$$|\delta|=\sqrt{4(6)(0.0431)\ln2}\ \mathrm{eV}\approx0.85\ \mathrm{eV}.$$

The slope need not be strictly constant for the line to be useful. At the ends of this range it differs from its central value by $0.85/12\approx0.07$, yet the rate error is still only a factor of two. This conclusion assumes fixed $L$, equal prefactors and parabolic curves.

## Second half: changing reorganisation energy and more realistic curves

The reactant and product curves have minima at $x=0$ and $x=a$, force constant $k$ and reorganisation energy $L=ka^2/2$. The reaction energy is $\Delta E$, negative when energy is released. For equal parabolas with $|\Delta E|<L$ and no electronic coupling, the first half found

$$E_a=\frac{(L+\Delta E)^2}{4L},\qquad
\alpha=\frac{x^*}{a}=\frac12+\frac{\Delta E}{2L},$$

where $x^*$ is the crossing point and $\alpha$ is the slope at fixed $L$. The example has $L=6$ eV, $a=0.085$ nm, $\Delta E=-0.6$ eV and $T=500$ K, which gave a barrier of 1.215 eV and a slope of 0.45. The assumptions are now relaxed in turn.

### (f) What is the slope if $L$ changes along the family, and can the relation then be straight?

**Solution.** Use the expanded barrier

$$E_a=\frac L4+\frac{\Delta E}{2}+\frac{(\Delta E)^2}{4L}.$$

At fixed reaction energy its derivative with respect to $L$ is

$$\left(\frac{\partial E_a}{\partial L}\right)_{\Delta E}
=\frac14-\frac{(\Delta E)^2}{4L^2}.$$

If $L$ is a function of $\Delta E$, the chain rule gives the slope along the family:

$$\frac{dE_a}{d\Delta E}
=\frac12+\frac{\Delta E}{2L}
+\frac14\left[1-\frac{(\Delta E)^2}{L^2}\right]
\frac{dL}{d\Delta E}.$$

Suppose that $L$ rises by 0.1 eV for each eV of $\Delta E$ and equals 6 eV at the example's reaction energy. The extra term is $0.25(1-0.01)(0.1)\approx0.025$, and the slope rises from 0.450 to 0.475. This is comparable with the change of 0.033 produced by moving 0.4 eV along the family at fixed $L$.

To see whether a varying $L$ can remove the curvature altogether, ask for the straight line $E_a=c+\Delta E/2$ with constant $c>0$. Equating it to the expanded barrier cancels $\Delta E/2$ and leaves

$$\frac L4+\frac{(\Delta E)^2}{4L}=c .$$

Multiply by $4L$ and collect terms:

$$L^2-4cL+(\Delta E)^2=0 .$$

The root that gives $L=4c$ at $\Delta E=0$ is

$$L=2c+\sqrt{4c^2-(\Delta E)^2}.$$

It is real for $|\Delta E|\le2c$. Inside this range $L>2c>|\Delta E|$, so the crossing remains between the minima and the slope is 1/2 throughout.

For $c=1.5$ eV, $L$ is 6 eV at $\Delta E=0$ and 5.24 eV at $\Delta E=\pm2$ eV. The barriers at $-2$, 0 and 2 eV are 0.5, 1.5 and 2.5 eV. A change in $L$ of about 13% is enough to make this relation straight across 4 eV. The claim that a constant slope holds only near a fixed reaction energy therefore needs the condition that $L$ is fixed. Conversely, a straight set of data does not show that $L$ is constant.

For equal parabolas without coupling, the slope at fixed $L$ equals the fractional crossing position and drifts with reaction energy, while a suitable variation of $L$ along the family can make the relation exactly straight. It remains to test the barrier and slope with other curve shapes, electronic coupling and quantum effects, and to compare the example with a real silicon surface.
